When two wafers spontaneously close a long-wavelength flatness gap, part 2

Two identical elastic wafers touch along parallel crest lines, with a rippled gap between them. Closing the gap costs bending energy and gains adhesion energy. The question is when the bond spreads from the crests to complete closure by itself.

With x perpendicular to the ripple, the original gap is

g(x) = (h/2)(1 − cos kx), k = 2π/λ,

where h is its full height and λ its wavelength. The amount by which the gap is reduced is u; on closure u = g, and each wafer supplies half. Each wafer has thickness t, Young modulus E, Poisson ratio ν, plate modulus E′ = E/(1 − ν²) and stiffness D = E′t³/12. The pair has stiffness D* = D/2, in joules (N m). W is the work of adhesion, in J/m².

The plate model assumes small slopes, a wavelength long compared with t, no external load or trapped gas, and no dissipation at the bond front. Equal strips of half-width a have bonded at all crests. The free part between neighbouring strips has half-width ℓ = λ/2 − a. Also s = ka = π − θ, so θ falls from π at first contact to zero at closure.

The energy per period and per length of crest, in J/m and zero in the open state, is

U(a) = D*[∫₀ᵃ g″² dx + g′(a)²/ℓ] − 2Wa.

It obeys

dU/da = D*(hk²/2)² F(θ)² − 2W,

F(θ) = sin θ/θ − cos θ.

The front advances with falling energy where F(θ) < h₀/h. F is 1 at first contact, rises to F_max = 1.0631 at θ = 2.7437, then falls to zero at closure.

Complete closure has mean bending energy D*h²k⁴/16 per area. Three heights follow:

h₀ = 2√(2W/D*)/k², where dU/da = 0 for F = 1;

h_S = h₀/F_max = 2√(2W/D*)/(F_max k²), the spontaneous limit, below which closure meets no barrier;

h_E = 4√(W/D*)/k², the energetic limit, below which the closed state has lower energy than the open one.

11. Four ranges of height

The ranges below are those of the plate model. Section 15 explains what changes for strips no wider than the wafer thickness.

Below h_S, U falls throughout. The strips spread from the crests until the gap has gone.

Between h_S and h₀, bonding starts because F = 1 is below h₀/h. It stops where F, still rising with a, reaches h₀/h. As h is lowered through this range the arrested strip widens from zero to the half-width at which F is largest. At h_S it loses its stability and closure runs to completion. The change from partial to complete closure is thus a jump.

Between h₀ and h_E, the closed state has lower energy than the open one, but in the plate model bonding does not start. U rises from first contact, passes a maximum and then falls below its starting value.

Above h_E, the closed state has the higher energy.

One property holds in all four ranges. As θ → 0, F → 0 and dU/da → −2W. Reopening a very narrow strip in the closed interface therefore costs adhesion energy and releases much less bending energy. In this model a gap that has been pressed shut stays shut when the load is removed, even above h_E, unless a sufficiently wide opening is supplied. Whether wafers are found open or closed can thus depend on how they were brought together.

12. Height of the barrier

The bending integral in U can be done in closed form. With g″ = (hk²/2) cos kx,

∫₀ᵃ g″² dx = (h²k³/4) ∫₀ˢ cos² p dp
= (h²k³/4)(s/2 + sin 2s/4).

The free part contributes g′(a)²/ℓ = (h²k³/4) sin² s/(π − s). Therefore

U = (D*h²k³/4)[s/2 + sin 2s/4 + sin² s/(π − s)] − 2Ws/k.

As s → π the square bracket tends to π/2. Dividing the bending part by λ = 2π/k then gives D*h²k⁴/16, in agreement with complete closure.

For h₀ < h < h_E the barrier is U at the root of F(θ) = h₀/h. There is one such root, on the side of the maximum of F nearer to closure. It is an energy per length of crest for a front that advances uniformly. An uneven front has not been considered.

13. Worked example

Take E = 150 GPa, ν = 0.25, t = 0.70 mm, λ = 40 mm and W = 0.050 J/m². These are round model parameters. They give

E′ = 150/(1 − 0.0625) = 160 GPa,

D = (160 × 10⁹)(0.70 × 10⁻³)³/12 = 4.573 N m,

D* = 2.287 N m, k = 2π/0.040 = 157.08 m⁻¹.

With k² = 2.467 × 10⁴ m⁻², the limits are

h₀ = 2√(0.100/2.287)/(2.467 × 10⁴) = 16.95 µm,

h_S = 16.95/1.063 = 15.9 µm,

h_E = 4√(0.050/2.287)/(2.467 × 10⁴) = 24.0 µm.

A direct numerical minimisation, with the shapes of both plates unknown and contact imposed on the bonded part, gives the same h_S and h_E to within 0.02 per cent. This tests the solution of the plate model, not the model's account of real wafers.

Three ripples show the main cases.

- At 12 µm, closure costs 0.0125 J/m² of bending energy. The net change is −0.0375 J/m², and the bond spreads to complete closure.
- At 20 µm, the cost is 0.0348 J/m² and the net change is −0.0152 J/m². Closure is favoured, yet the bond does not spread to completion by itself.
- At 30 µm, the cost is 0.0783 J/m² and the net change is +0.0283 J/m². Closure is not favoured.

For the 20 µm ripple the plate model gives a barrier of 0.314 mJ/m, at a bonded half-width of 7.57 mm. Complete closure of one period would release 0.0152 × 0.040 J/m, or about 0.61 mJ/m. Both barrier values shift for wafers of finite thickness, as section 15 shows. Within the plate model, if pressing widens the strips beyond that half-width and the load is then removed, the rest of the gap closes by itself. If it leaves them narrower, they shrink back towards the crests, provided that the bond reopens at the same W and without dissipation.

The arrested state can be examined at h = 1.03 h_S. The front condition gives a half-width of 0.756 mm, and the numerical minimisation gives 0.875 mm. The numerical front moves in steps of 0.250 mm, and its possible positions on either side of the predicted one are 0.625 and 0.875 mm. The difference of 0.119 mm is thus less than half a step. This half-width is close to the wafer thickness, however, so plate theory itself is poor there: in plane-strain elasticity the strip at this height stops near 1.2 mm.

14. Thickness and stress

Since D* is proportional to t³,

h_S ∝ λ² W^(1/2) E′^(−1/2) t^(−3/2).

Both wafers are thinned together in this statement. For a prescribed height h, the greatest thickness that permits spontaneous closure follows by setting h_S equal to h:

t_max = t(h_S/h)^(2/3).

For the 20 µm ripple, t_max = 0.70 × (15.945/20)^(2/3) = 0.60 mm. Thinning both wafers from 0.70 to just below 0.60 mm would remove the barrier, with λ and W unchanged.

Closure leaves stress behind. Each wafer takes half of u = g, so its largest change of curvature is hk²/4. The surface strain is t/2 times this, and the peak bending stress is

σ_max = E′(t/2)(hk²/4) = E′thk²/8.

After the 12 µm ripple has closed, σ_max = 4.1 MPa. At fixed h and λ this stress is proportional to t, whereas the bending energy is proportional to t³. Thinning therefore helps closure more strongly than it reduces stress.

15. How long must the wavelength be?

Plate theory requires q = kt to be small. For complete closure the correction can be found from plane-strain elasticity. Treat one wafer as a strip with its free back at z = 0 and its bonding face at z = t. The face carries a normal traction proportional to cos kx. By mirror symmetry it carries no shear.

Use an Airy function φ = f(z) cos kx, for which

σ_x = f″ cos kx, σ_z = −k²f cos kx, τ = kf′ sin kx.

Compatibility requires f″″ − 2k²f″ + k⁴f = 0. With s now denoting kz, the solutions are sinh s, cosh s, s sinh s and s cosh s. A free back means f = f′ = 0 at s = 0, which leaves

f = A(sinh s − s cosh s) + Bs sinh s.

Its first and third derivatives with respect to s are

f₁ = −As sinh s + B(sinh s + s cosh s),
f₃ = −A(2 cosh s + s sinh s) + B(3 sinh s + s cosh s).

Write S = sinh q and H = cosh q. Zero shear at the face, f₁(q) = 0, is met by A = S + qH and B = qS; a common factor is immaterial. Using H² − S² = 1,

f(q) = (S + qH)(S − qH) + q²S² = S² − q²,

f₃(q) = −(S + qH)(2H + qS) + qS(3S + qH)
= −2SH + 2qS² − 2qH² = −2(SH + q).

The displacement follows from Hooke's law in plane strain, with c = ν/(1 − ν):

∂u_x/∂x = (σ_x − cσ_z)/E′ = (f″ + ck²f) cos kx/E′,

u_x = (f″ + ck²f) sin kx/(kE′).

At the face the shear strain vanishes, so ∂u_z/∂x = −∂u_x/∂z. Since f′ = 0 there, integration over x gives

u_z = f‴ cos kx/(k²E′), f‴ = k³f₃.

The surface stiffness K is the ratio of normal traction to normal displacement:

K = −kE′f(q)/f₃(q) = (E′k/2)(S² − q²)/(SH + q).

For small q, S² − q² = (q⁴/3)(1 + 2q²/15 + …) and SH + q = 2q(1 + q²/3 + …). Thus

K = (E′kq³/12)(1 + 2q²/15 − q²/3 + …)
= Dk⁴(1 − q²/5 + …).

The leading term is the plate result. In complete closure each face has a cosine displacement of amplitude h/4. The mean energy of both wafers is 2 · ½ · K · (h/4)² · ½ = Kh²/32, and equating it to W gives

h_E = √(32W/K).

In the example q = 0.110 and K/(Dk⁴) = 0.9976. The energetic limit, measured against the open state with contact lines of zero width, rises by about 0.1 per cent, from 23.97 to 24.00 µm. Measured against the narrow bonded strips described at the end of this section, whose energy is lower by an amount of order Wt per period, it falls instead to about 23.8 µm, a change of first order in kt.

The spontaneous limit is protected too. Near a front the real elastic field changes over a distance of order t, which plate theory shrinks to a point. Seen from further away, this extra softness acts like a shift of the front by an amount of order t. Such a shift moves the place where the resistance is largest, but at first order it leaves the largest value unchanged. The relative correction to h_S is therefore of order (kt)², as it is for h_E. The barrier of section 12 is not protected in this way: the shift of the front changes both its height and its position at first order in kt. The shift is about two thirds of t. For the 20 µm ripple it moves the barrier from a half-width of 7.57 mm to about 8.0 mm. It lowers the barrier from 0.314 mJ/m to about 0.26 mJ/m measured from the open state, or to about 0.30 mJ/m measured from the narrow strip described next.

The onset at h₀ has no such protection, because it concerns strips narrower than the wafer thickness. Closing a very narrow strip deforms only the material near the surface, and the elastic cost of widening it tends to zero with its width. In elastic wafers a strip with a half-width of order t can therefore bond at each crest even above h₀, and then stop. That bonding does not start at all above h₀ is a result of the plate model. The barrier between such a narrow strip and complete closure remains.

16. Loads and losses

A uniform pressure p pressing the wafers together does work as the gap closes. The mean gap is h/2, so complete closure gives ph/2 per area. This is small compared with W when

p ≪ 2W/h.

For h = 20 µm and W = 0.050 J/m² the right side is 5 kPa. A load of that order changes the energy balance appreciably. The barrier can vanish under a smaller load, because the pressure also bends the free part towards closure before the front arrives. Trapped gas acts in the opposite sense, since it must be compressed or expelled.

If an advancing front dissipates energy Γ per area, W in the closing condition is replaced by W − Γ. The spontaneous limit then falls in proportion to √(W − Γ), and no closure occurs without a load if Γ exceeds W. A W measured by pulling a bond apart may include dissipation during opening. It would then overstate the energy available for closing, and so overstate h_S.

Finally, the coefficients 4 and 2√2/F_max belong to parallel ripples. A gap that varies in both directions along the wafer has other front shapes and needs its own calculation. The numerical output below gives the values for the ripple treated here.

Calculated quantities

```
Young modulus E: 150 GPa
Poisson ratio nu: 0.25
thickness of each wafer t: 0.70 mm
ripple wavelength: 40.0 mm
work of adhesion W: 0.050 J/m^2
plate modulus E': 160.0 GPa
stiffness of one wafer D: 4.5733 N m
pair stiffness Dstar: 2.2867 N m
wavenumber k: 157.080 1/m
theta at maximum F: 2.74371 rad
maximum F: 1.06310 (dimensionless)
bonded half-width at maximum F: 2.533 mm
spontaneous limit h_S: 15.945 um
h_S from direct minimisation: 15.947 um
bonding-onset limit h_0: 16.951 um
energetic limit h_E: 23.972 um
h_E from direct minimisation: 23.975 um
ratio h_S/h_E: 0.6651 (dimensionless)
ripple 12 um, closed bending energy: 0.01253 J/m^2
ripple 12 um, bending minus adhesion: -0.03747 J/m^2
ripple 12 um, fraction bonded by downhill march: 1.000
ripple 20 um, closed bending energy: 0.03480 J/m^2
ripple 20 um, bending minus adhesion: -0.01520 J/m^2
ripple 20 um, fraction bonded by downhill march: 0.000
ripple 30 um, closed bending energy: 0.07831 J/m^2
ripple 30 um, bending minus adhesion: 0.02831 J/m^2
ripple 30 um, fraction bonded by downhill march: 0.000
arrest test height / h_S: 1.03 (dimensionless)
arrest half-width, formula: 0.756 mm
arrest half-width, minimisation: 0.875 mm
minimisation grid spacing: 0.250 mm
barrier at 20 um, formula: 0.3140 mJ/m
barrier, direct minimisation: 0.3138 mJ/m
bonded half-width at barrier: 7.573 mm
thickness limit for 20 um: 0.6018 mm
peak stress after closing 12 um: 4.145 MPa
k t: 0.10996 (dimensionless)
strip stiffness / plate stiffness: 0.997583
h_E with strip stiffness: 24.001 um
```
